\section*{Equality of spin and cyclotron splittings in the Wolff two-band model, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

The conduction electrons of bismuth at the $L$ points have a strongly anisotropic mass, and their cyclotron energy changes by a large factor as the magnetic field is turned. Cyclotron splitting is an orbital property and spin splitting is a property of the Kramers doublet, so the two might be expected to vary independently. In the Wolff two-band model they are said to be equal for every field direction. Why should this be so, in what exact sense is it true, and what destroys it?

\section*{Answer}

\subsection*{The mechanism}

The model has a single source of dynamics, the velocity matrix element between a conduction doublet and a valence doublet. Symmetry, together with a choice of basis in the valence doublet, brings the coupling at wave vector $\boldsymbol\kappa$ into the form $\boldsymbol\sigma\cdot(W\boldsymbol\kappa)$ with one real $3\times3$ matrix $W$. A linear change of coordinates absorbs $W$, turns a uniform field into another uniform field, and leaves the isotropic Dirac Hamiltonian. In its square, the spacing of the orbital ladder and the spin term are both the commutator of the same two operators, so no parameter is left with which they could differ.

The equality needs one qualification. What is exact at every field strength is a degeneracy, $E(n,+)=E(n+1,-)$. The levels are not equally spaced, so the spin splitting equals the cyclotron step that starts from the same lower level, while its ratio to the step on the other spin ladder, at a fixed wave number along the field, tends to one only as $B\to0$.

\subsection*{What symmetry allows}

Take a crystal with inversion and time-reversal symmetry and a point of the Brillouin zone that both operations map to itself. Keep one conduction Kramers doublet at energy $+\Delta$ and one valence doublet of opposite parity at $-\Delta$. Keep only the term linear in the wave vector $\boldsymbol\kappa$ measured from that point:
\begin{equation}
H=\beta\Delta+\sum_i V_i\kappa_i ,\qquad \beta=\tau_z .
\end{equation}
Here $\tau$ acts on the conduction--valence index, $\sigma$ acts on the index inside a doublet (the pseudospin, which is not the true spin), and $V_i$ is $\hbar$ times the velocity. The free-electron term $\hbar^2\kappa^2/2m_0$, the bare Zeeman term and all other bands are dropped; they are restored below.

Parity is represented by $\beta$ and the velocity is odd, so $\beta V_i\beta=-V_i$: the diagonal $2\times2$ blocks of $V_i$ vanish and only the off-diagonal block $X_i$ remains. Time reversal is $i\sigma_y$ times complex conjugation in each doublet, and the velocity is odd under it, so $\sigma_yX_i^*\sigma_y=-X_i$. Put $X_i=iT_i$; then $X_i^*=-iT_i^*$ and the condition becomes $\sigma_yT_i^*\sigma_y=T_i$. Expand $T_i=c_0+\mathbf c\cdot\boldsymbol\sigma$ with complex coefficients. Because $\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma$, the condition reads $c_0^*=c_0$, $\mathbf c^*=-\mathbf c$. The factor $i$ in $X_i=iT_i$ is removed by a common phase of the two valence states, and the block is
\begin{equation}
T_i=q_{0i}+i\,\mathbf q_i\cdot\boldsymbol\sigma=\begin{pmatrix}t_i&u_i\\-u_i^*&t_i^*\end{pmatrix},
\qquad t_i=q_{0i}+iq_{3i},\quad u_i=q_{2i}+iq_{1i},
\end{equation}
with real $q$. This is the Cohen--Blount form: for each Cartesian direction $i$ a real four-vector $(q_{0i},\mathbf q_i)$.

Three vectors in four dimensions always have a unit normal $(n_0,\mathbf n)$. The matrix $N=n_0+i\,\mathbf n\cdot\boldsymbol\sigma$ is unitary, since $NN^\dagger=n_0^2+\mathbf n^2=1$. Changing the basis of the valence doublet alone, $H\to UHU^\dagger$ with $U=\mathrm{diag}(1,N)$, replaces $T_i$ by $T_iN^\dagger$. With $(\mathbf a\cdot\boldsymbol\sigma)(\mathbf c\cdot\boldsymbol\sigma)=\mathbf a\cdot\mathbf c+i(\mathbf a\times\mathbf c)\cdot\boldsymbol\sigma$,
\begin{equation}
T_iN^\dagger=(q_{0i}n_0+\mathbf q_i\cdot\mathbf n)+i\boldsymbol\sigma\cdot\left(n_0\mathbf q_i-q_{0i}\mathbf n+\mathbf q_i\times\mathbf n\right).
\end{equation}
The first bracket is the four-dimensional scalar product and vanishes. Calling the real vector in the second bracket $W_{\mu i}$, $\mu=1,2,3$, gives the Wolff Hamiltonian
\begin{equation}
H=\begin{pmatrix}\Delta&i\mathcal D\\-i\mathcal D&-\Delta\end{pmatrix}=\beta\Delta+\sum_\mu\alpha_\mu K_\mu,
\qquad \mathcal D=\boldsymbol\sigma\cdot\mathbf K,\quad \mathbf K=W\boldsymbol\kappa,\quad \alpha_\mu=-\tau_y\sigma_\mu .
\label{wolff}
\end{equation}
The matrices obey $\{\alpha_\mu,\alpha_\nu\}=\{\sigma_\mu,\sigma_\nu\}=2\delta_{\mu\nu}$ and $\{\alpha_\mu,\beta\}=0$, because $\tau_y^2=1$ and $\tau_y\tau_z=-\tau_z\tau_y$. This is the Dirac algebra, with $\mathbf K$ in the place of $c\mathbf p$ and $\Delta$ in the place of $mc^2$.

At zero field the $K_\mu$ commute, so $H^2=\Delta^2+|W\boldsymbol\kappa|^2$. Near the band edge $E\approx\Delta+\boldsymbol\kappa\cdot W^TW\boldsymbol\kappa/2\Delta$, which defines the mass tensor $m$:
\begin{equation}
m^{-1}=\frac{W^TW}{\Delta\hbar^2},\qquad (\det W)^2=\frac{\Delta^3\hbar^6}{\det m}.
\label{mass}
\end{equation}
A finite mass in all three directions requires $\det W\neq0$, which is assumed from here on. Without spin--orbit coupling the block $T_i$ is proportional to the unit matrix, all three four-vectors are parallel, and $W$ has rank one; a two-doublet model with three finite masses exists only through spin--orbit coupling.

The matrix $W$ has nine entries, but only the six of $W^TW$ are physical. The sign of $W$ is reversed by multiplying the valence states by $-1$, so $\det W>0$ can be chosen. Then $W=OS$ with $S$ symmetric and $O$ a rotation, and $O$ is removed by rotating the pseudospin of both doublets together. The spectrum in any field is therefore fixed by $\Delta$ and $m$, and the model has no independent $g$ tensor.

\subsection*{Rescaling the field}

Let the charge be $-e$ and the field $\mathbf B=B\mathbf h$ uniform, with $|\mathbf h|=1$. In the envelope-function approximation, valid when the magnetic length is large compared with the lattice constant, $\boldsymbol\kappa=(\mathbf p+e\mathbf A)/\hbar$. From $[p_i,A_j]=-i\hbar\,\partial_iA_j$,
\begin{equation}
[\kappa_i,\kappa_j]=-\frac{ie}{\hbar}(\partial_iA_j-\partial_jA_i)=-\frac{i}{\ell^2}\,\epsilon_{ijk}h_k,\qquad \ell^2=\frac{\hbar}{eB}.
\end{equation}
The coordinates $\mathbf x'=W^{-T}\mathbf x$ are conjugate to $\mathbf K$, since $[x'_\mu,K_\nu]=i(W^{-T}W^T)_{\mu\nu}=i\delta_{\mu\nu}$, so the rescaling is a canonical map. To find the field in the new coordinates, start from the determinant identity $\epsilon_{ijk}W_{\mu i}W_{\nu j}W_{\lambda k}=\det W\,\epsilon_{\mu\nu\lambda}$, multiply by $(W^{-1})_{l\lambda}$ and sum over $\lambda$:
\begin{equation}
\epsilon_{ijl}W_{\mu i}W_{\nu j}=\det W\,\epsilon_{\mu\nu\lambda}(W^{-1})_{l\lambda}.
\end{equation}
Contracting with $h_l$ gives
\begin{equation}
[K_\mu,K_\nu]=-i\,\epsilon_{\mu\nu\lambda}b_\lambda,\qquad
\mathbf b=\frac{1}{\ell^2}\,\mathrm{cof}(W)\,\mathbf h,\qquad \mathrm{cof}(W)=\det W\;W^{-T}.
\label{comm}
\end{equation}
The vector $\mathbf b$ is a constant with the dimension of energy squared. Equation \eqref{wolff} is thus the isotropic Dirac operator in a uniform field $\mathbf b$. The direction of the real field enters only through the length and direction of $\mathbf b$, and an isotropic problem cannot depend on the direction of $\mathbf b$. This is why a statement proved for one field direction holds for all.

\subsection*{The spectrum}

Write an eigenvector of \eqref{wolff} as $(\phi,\chi)$. The two rows are $(E-\Delta)\phi=i\mathcal D\chi$ and $(E+\Delta)\chi=-i\mathcal D\phi$. For $E>0$ the factor $E+\Delta$ is nonzero, so $\chi=-i\mathcal D\phi/(E+\Delta)$ and
\begin{equation}
(E^2-\Delta^2)\,\phi=\mathcal D^2\phi .
\end{equation}
The conduction states are in one-to-one correspondence with the eigenvectors $\phi$ of $\mathcal D^2$, and the quantum numbers used below are those of $\phi$. For $E<0$ one eliminates $\phi$ instead and finds the same equation for $\chi$, so the valence levels are the mirror image.

With $\sigma_\mu\sigma_\nu=\delta_{\mu\nu}+i\epsilon_{\mu\nu\lambda}\sigma_\lambda$, the antisymmetry of $\epsilon$, and $\epsilon_{\mu\nu\lambda}\epsilon_{\mu\nu\rho}=2\delta_{\lambda\rho}$,
\begin{align}
\mathcal D^2&=K^2+\frac i2\,\epsilon_{\mu\nu\lambda}\sigma_\lambda[K_\mu,K_\nu]\nonumber\\
&=K^2+\frac i2(-i)\,\epsilon_{\mu\nu\lambda}\epsilon_{\mu\nu\rho}\,\sigma_\lambda b_\rho=K^2+\boldsymbol\sigma\cdot\mathbf b .
\label{square}
\end{align}
Choose axis 3 along $\hat{\mathbf b}$, for $\mathbf K$ and $\boldsymbol\sigma$ together. Then $K_3$ commutes with $K_1$ and $K_2$, and $[K_1,K_2]=-i|\mathbf b|$. Set
\begin{equation}
K_1=\sqrt{|\mathbf b|/2}\,(a+a^\dagger),\qquad K_2=i\sqrt{|\mathbf b|/2}\,(a-a^\dagger),\qquad [a,a^\dagger]=1 .
\end{equation}
Since $[a+a^\dagger,a-a^\dagger]=-2$, the commutator is $i(|\mathbf b|/2)(-2)=-i|\mathbf b|$, as required. Since $(a+a^\dagger)^2-(a-a^\dagger)^2=2(aa^\dagger+a^\dagger a)$, one has $K_1^2+K_2^2=|\mathbf b|(2a^\dagger a+1)$. The eigenvalues of $\mathcal D^2$ are therefore
\begin{equation}
K_3^2+|\mathbf b|\,(2n+1+\sigma),\qquad n=0,1,2,\dots,\quad\sigma=\pm1 .
\label{d2}
\end{equation}
Raising $n$ by one adds $2|\mathbf b|$. Turning $\sigma$ from $-1$ to $+1$ adds $2|\mathbf b|$. In the first case $|\mathbf b|$ is the commutator $[K_1,K_2]$ acting as the quantum of an oscillator; in the second it is the same commutator, left over in \eqref{square} because $\sigma_1\sigma_2=-\sigma_2\sigma_1$.

The degeneracy has an operator behind it. As $H=\beta\Delta-\tau_y\mathcal D$, the operator $\mathcal D$ acting on both doublets alike commutes with $H$. From $K_1-iK_2=\sqrt{2|\mathbf b|}\,a$,
\begin{equation}
\mathcal D=\begin{pmatrix}K_3&\sqrt{2|\mathbf b|}\,a\\ \sqrt{2|\mathbf b|}\,a^\dagger&-K_3\end{pmatrix},
\end{equation}
so $\mathcal D$ connects $|n,+\rangle$ with $|n+1,-\rangle$, with amplitude $\sqrt{2|\mathbf b|(n+1)}$, and connects $|0,-\rangle$ with no other state. At $K_3=0$ the operator $\beta\sigma_3$ also commutes with $H$: it commutes with $\beta$, and in $\tau_y\sigma_{1,2}$ both factors anticommute with their partners in $\tau_z\sigma_3$, so the two signs cancel. The conserved pseudospin axis is $\hat{\mathbf b}$, not $\mathbf h$.

It remains to express $|\mathbf b|$ and $K_3$ by the mass tensor. From \eqref{comm} and \eqref{mass},
\begin{equation}
|\mathbf b|^2=\frac{(\det W)^2}{\ell^4}\,\mathbf h\cdot(W^TW)^{-1}\mathbf h
=\frac{1}{\ell^4}\,\frac{\Delta^3\hbar^6}{\det m}\,\frac{m_h}{\Delta\hbar^2},\qquad m_h=\mathbf h\cdot m\,\mathbf h ,
\end{equation}
and with $\hbar^2/\ell^2=\hbar eB$,
\begin{equation}
|\mathbf b|=\Delta\,\hbar\omega_c,\qquad \omega_c=\frac{eB}{m_c},\qquad m_c=\sqrt{\frac{\det m}{m_h}} .
\label{mc}
\end{equation}
The component $\mathbf h\cdot\boldsymbol\kappa$ commutes with every $\kappa_i$, because $\epsilon_{ijk}h_jh_k=0$; call its value $k$. Since $W^T\mathrm{cof}(W)=\det W$, one has $\mathbf b\cdot\mathbf K=(W^T\mathbf b)\cdot\boldsymbol\kappa=\det W\,k/\ell^2$, and
\begin{equation}
K_3^2=\frac{(\det W)^2k^2}{\ell^4|\mathbf b|^2}=\frac{k^2}{\mathbf h\cdot(W^TW)^{-1}\mathbf h}=\frac{\Delta\hbar^2k^2}{m_h}.
\end{equation}
Inserting both results in \eqref{d2},
\begin{equation}
E_{n\sigma}(k)=\pm\left\{\Delta^2+2\Delta\left[\hbar\omega_c\,j+\frac{\hbar^2k^2}{2m_h}\right]\right\}^{1/2},\qquad j=n+\tfrac12+\tfrac\sigma2 .
\label{levels}
\end{equation}
The energy depends on $n$ and $\sigma$ only through $j$. Per guiding centre and per $k$ the multiplicities are $1,2,2,\dots$ for $j=0,1,2,\dots$, and at $k=0$ the lowest conduction level stays at $\Delta$ for every field.

That $\omega_c$ is the cyclotron frequency in the ordinary sense follows from the zero-field orbit. The section of the surface of energy $E$ by the plane $\mathbf h\cdot\boldsymbol\kappa=0$ is the ellipse $\boldsymbol\kappa\cdot A\boldsymbol\kappa=E^2-\Delta^2$ with $A=W^TW$ restricted to the plane, and its area is $S=\pi(E^2-\Delta^2)/\sqrt{\det A_\perp}$. With $\mathbf h$ as third axis, the cofactor formula for the inverse gives $\det A_\perp=\det A\;\mathbf h\cdot A^{-1}\mathbf h=\Delta^2\hbar^4/m_c^2$. Hence
\begin{equation}
S=\frac{\pi(E^2-\Delta^2)m_c}{\Delta\hbar^2},\qquad \frac{\hbar^2}{2\pi}\frac{dS}{dE}=m_c\frac E\Delta,\qquad \frac{S(E_j)\,\ell^2}{2\pi}=j ,
\label{area}
\end{equation}
where the last form uses $E_j^2-\Delta^2=2\Delta\hbar\omega_cj$ and $\omega_cm_c\ell^2=\hbar$. So $m_c$ is the cyclotron mass at the band edge, and the quantized areas are integer multiples of $2\pi/\ell^2$: the spin term has moved the half-integers $n+\frac12$ by $\pm\frac12$.

\subsection*{In what sense the splittings are equal}

Define
\begin{equation}
M=\frac{E_{0+}-E_{0-}}{E_{1-}-E_{0-}} .
\end{equation}
By \eqref{levels}, $M=1$ exactly, for every $B$, $\mathbf h$ and $k$, and the same holds with $0,1$ replaced by $n,n+1$. The step on the other ladder is different. At $k=0$, with $x=\hbar\omega_c/\Delta$ and $E_j=\Delta\sqrt{1+2jx}$, the series $\sqrt{1+y}=1+y/2-y^2/8+y^3/16-\dots$ gives $E_1/\Delta=1+x-\frac12x^2+\frac12x^3$ and $E_2/\Delta=1+2x-2x^2+4x^3$, so
\begin{equation}
r=\frac{E_{0+}-E_{0-}}{E_{1+}-E_{0+}}=\frac{E_1-E_0}{E_2-E_1}=\frac{1-\frac12x+\frac12x^2}{1-\frac32x+\frac72x^2}+O(x^3)=1+x-\tfrac32x^2+O(x^3).
\label{ratio}
\end{equation}
The last step uses $(1-\frac32x+\frac72x^2)^{-1}=1+\frac32x+(\frac94-\frac72)x^2$, and the $x^2$ coefficient is $-\frac54-\frac34+\frac12$. For $x\gg1$, $E_j\to\sqrt{2\Delta\hbar\omega_cj}$ for $j\geq1$ while $E_0$ is negligible, and $r\to1/(\sqrt2-1)$. The ratio $r$ measures nonparabolicity and says nothing about a failure of the degeneracy.

A $g$ factor is unambiguous in the weak-field limit $x\ll1$. Setting $g\mu_BB=\hbar\omega_c$ with $\mu_B=e\hbar/2m_0$,
\begin{equation}
g=\frac{2m_0}{m_c},\qquad g^2=\frac{4m_0^2}{\det m}\;\mathbf h\cdot m\,\mathbf h .
\end{equation}
The $g$ factor is largest for a field along the heavy-mass axis, where the orbit lies in the plane of the two light masses.

\subsection*{The dispersion alone does not give the equality}

Couple one spinless band at $+\Delta$ to three spinless bands at $-\Delta$ through $K_\mu$: $(E-\Delta)\phi=\sum_\mu K_\mu\chi_\mu$ and $(E+\Delta)\chi_\mu=K_\mu\phi$. Eliminating $\chi_\mu$ gives $(E^2-\Delta^2)\phi=K^2\phi$. At zero field the conduction dispersion is that of the Wolff model. In a field the term $\boldsymbol\sigma\cdot\mathbf b$ is absent and, at $k=0$, $E^2=\Delta^2+2\Delta\hbar\omega_c(n+\frac12)$. Adding a spin that does not enter the coupling doubles every level, so $M=0$. The equality is a property of the matrix structure $\boldsymbol\sigma\cdot\mathbf K$, not of the hyperbolic band.

Within the two-doublet model the degeneracy $E(n,+)=E(n+1,-)$, and with it $M=1$, is exact for every field strength and direction, and it comes from the matrix structure $\boldsymbol\sigma\cdot\mathbf K$, not from the dispersion alone. What remains is to find how remote bands and the free-electron terms break the equality, and to check the formulas numerically.
